# Charge Conjugation of Decoupled Dirac Blocks and Its Breaking by Kinetic Balance: a program that tests the result

```python
"""
Result under test: for the Dirac Hamiltonian
    h[A,V] = c alpha.(p + A) + beta c^2 + V      (atomic units, m = 1)
the canonically decoupled blocks h_plus, h_minus obey
    h_minus[A,V] = - Theta h_plus[-A,-V] Theta^-1 ,  Theta = i sigma_2 K,
(K = complex conjugation), and a finite basis with restricted kinetic
balance (small functions = sigma.p large functions) breaks this symmetry,
while dual kinetic balance keeps it.
Radial part: components P (large), Q (small), D_kappa = d/dr + kappa/r,
well V(r) = -depth exp(-q r^2); 'sign' = -1 is the well, +1 the inverted well.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, polar
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"speed of light c = {c:.6f} a.u.")
print(f"rest energy mc^2 = {c**2:.4f} hartree")

# ---------- four-component Hamiltonian on plane waves in a periodic box ----------
rng = np.random.default_rng(7)
box = 0.1
k_int = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
nk = len(k_int)
half = 2 * nk
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta4 = np.kron(pauli[2], np.eye(2))


def field_matrix(amplitude):
    """Plane-wave matrix of a random real function bounded by amplitude."""
    values = amplitude * rng.uniform(-1, 1, (5, 5, 5))
    coeff = np.fft.fftn(values) / values.size
    d = (k_int[:, None, :] - k_int[None, :, :]) % 5
    return coeff[d[..., 0], d[..., 1], d[..., 2]]


V_pw = field_matrix(0.8 * c**2)
A_pw = [field_matrix(0.8 * c) for _ in range(3)]
p_pw = [np.diag(2 * np.pi / box * k_int[:, i]) for i in range(3)]


def dirac_pw(sign_a, sign_v):
    h = np.kron(beta4, c**2 * np.eye(nk)) + np.kron(np.eye(4), sign_v * V_pw)
    for i in range(3):
        h = h + c * np.kron(alpha[i], p_pw[i] + sign_a * A_pw[i])
    return h


def blocks_from_eigenvectors(h):
    e, v = np.linalg.eigh(h)
    up, down = e > 0, e < 0
    assert up.sum() == half and down.sum() == half
    w_up = polar(v[:half, up])[0]
    w_down = polar(v[half:, down])[0]
    return (w_up * e[up]) @ w_up.conj().T, (w_down * e[down]) @ w_down.conj().T


h = dirac_pw(1, 1)
h_plus, h_minus = blocks_from_eigenvectors(h)
e, v = np.linalg.eigh(h)
S = (v * np.sign(e)) @ v.conj().T
inv_abs_h = (v / np.abs(e)) @ v.conj().T
B = np.kron(beta4, np.eye(nk))
anti = B @ S + S @ B
norm_v = np.abs(np.linalg.eigvalsh(V_pw)).max()
assert norm_v < c**2
bound = np.linalg.eigvalsh(anti - 2 * (c**2 - norm_v) * inv_abs_h).min()
assert bound > -1e-10
g, gv = np.linalg.eigh(2 * np.eye(2 * half) + anti)
U = (np.eye(2 * half) + B @ S) @ ((gv / np.sqrt(g)) @ gv.conj().T)
hd = U @ h @ U.conj().T
tol = 1e-9 * c**2
assert np.abs(U @ U.conj().T - np.eye(2 * half)).max() < 1e-10
assert np.abs(hd[:half, half:]).max() < tol
assert np.abs(hd[:half, :half] - h_plus).max() < tol
assert np.abs(hd[half:, half:] - h_minus).max() < tol

reverse_k = np.eye(nk)[::-1]           # conjugation maps k to -k
theta = np.kron(1j * pauli[1], reverse_k)
plus_flipped = blocks_from_eigenvectors(dirac_pw(-1, -1))[0]
plus_v_only = blocks_from_eigenvectors(dirac_pw(1, -1))[0]
err_conj = np.abs(h_minus + theta @ plus_flipped.conj() @ theta.conj().T).max()
err_linear = np.abs(h_minus + plus_v_only).max()
err_control = np.abs(h_minus + plus_flipped).max()
assert err_conj < tol and err_linear < tol
assert err_control > 1.0
print(f"plane waves: {nk}, matrix dimension: {2 * half}, box edge: {box} bohr")
print(f"norm of V / mc^2 = {norm_v / c**2:.4f}")
print(f"smallest |energy| / mc^2 = {np.abs(e).min() / c**2:.4f}")
print(f"smallest eigenvalue of beta S + S beta = {np.linalg.eigvalsh(anti).min():.4f}")
print(f"max error, conjugated relation = {err_conj:.1e} hartree")
print(f"max error, linear relation (V flipped only) = {err_linear:.1e} hartree")
print(f"control, A and V flipped, no conjugation = {err_control:.1f} hartree")

# ---------- radial Dirac problem in Gaussian bases ----------
depth, q = 8.0, 1.0
x, wx = np.polynomial.legendre.leggauss(600)
x, wx = 0.5 * (x + 1), 0.5 * wx
r = 14.0 * x**2
wr = wx * 28.0 * x
well_shape = depth * np.exp(-q * r**2)


def gaussians(kappa, exponents):
    """Functions u = r^(l+1) exp(-a r^2), D_kappa u, and radial p^2 u."""
    l = 0 if kappa == -1 else 1
    a = np.asarray(exponents, float)[:, None]
    u = r**(l + 1) * np.exp(-a * r**2)
    u = u / np.sqrt((u**2) @ wr)[:, None]
    du = ((l + 1 + kappa) / r - 2 * a * r) * u
    p2u = (2 * a * (2 * l + 3) - 4 * a**2 * r**2) * u
    return u, du, p2u


def levels(kappa, sign, exponents, light, scheme):
    u, du, _ = gaussians(kappa, exponents)
    zero = np.zeros_like(u)
    if scheme == "restricted":
        P, DP, Q = np.vstack([u, zero]), np.vstack([du, zero]), np.vstack([zero, du])
    else:
        w, dw, p2w = gaussians(-kappa, exponents)
        P = np.vstack([u, dw / (2 * light)])
        DP = np.vstack([du, -p2w / (2 * light)])
        Q = np.vstack([du / (2 * light), w])
    n = np.sqrt((P**2 + Q**2) @ wr)[:, None]
    P, DP, Q = P / n, DP / n, Q / n
    pot = sign * well_shape
    overlap = (P * wr) @ P.T + (Q * wr) @ Q.T
    cross = light * (DP * wr) @ Q.T
    ham = (P * wr * (pot + light**2)) @ P.T + (Q * wr * (pot - light**2)) @ Q.T
    ham = ham + cross + cross.T
    return eigh(ham, overlap, eigvals_only=True)


def potential_trace(f):
    f = f / np.sqrt((f**2) @ wr)[:, None]
    return np.trace(np.linalg.solve((f * wr) @ f.T, -(f * wr * well_shape) @ f.T))


# one s Gaussian: closed form against diagonalization
a1 = 1.5
V_L = -depth * (2 * a1 / (2 * a1 + q))**1.5
V_S = -depth * (2 * a1 / (2 * a1 + q))**2.5
delta, t = V_L - V_S, 1.5 * a1


def closed_defect(light):
    m = light**2
    return np.sqrt((m - delta / 2)**2 + 2 * m * t) - np.sqrt((m + delta / 2)**2 + 2 * m * t)


def diagonal_defect(light):
    return (levels(-1, -1, [a1], light, "restricted")[0]
            + levels(-1, 1, [a1], light, "restricted")[1])


one_defect, far_defect = diagonal_defect(c), diagonal_defect(100 * c)
assert abs(one_defect - closed_defect(c)) < 1e-8
assert abs(far_defect + delta) < 1e-5
print(f"well depth = {depth} hartree, q = {q} bohr^-2")
print(f"one Gaussian: exponent = {a1} bohr^-2, t = {t:.4f} hartree")
print(f"one Gaussian: V_L = {V_L:.6f}, V_S = {V_S:.6f} hartree")
print(f"one Gaussian: Delta = {delta:.6f} hartree")
print(f"one Gaussian: E-[V] + E+[-V] = {one_defect:.6f} hartree")
print(f"  the same in eV = {one_defect * hartree_ev:.3f} eV")
print(f"  the same with c 100 times larger = {far_defect:.6f} hartree")

# trace certificate, s and p1/2 functions together; free spectrum stays symmetric
small_set = np.geomspace(0.2, 20.0, 3)
square_gap, trace_gap = 0.0, 0.0
for kappa in (-1, 1):
    e_well = levels(kappa, -1, small_set, c, "restricted")
    e_inv = levels(kappa, 1, small_set, c, "restricted")
    square_gap += np.sum(e_well**2) - np.sum(e_inv**2)
    u, du, _ = gaussians(kappa, small_set)
    trace_gap += potential_trace(u) - potential_trace(du)
    free = levels(kappa, 0, small_set, c, "restricted")
    assert np.abs(free + free[::-1]).max() < 1e-6
assert abs(square_gap / (4 * c**2) - trace_gap) < 1e-5
assert abs(trace_gap) > 1e-3
print(f"3 exponents: Tr_L V - Tr_S V = {trace_gap:.6f} hartree")
print(f"3 exponents: (Tr H[V]^2 - Tr H[-V]^2)/(4mc^2) = {square_gap / (4 * c**2):.6f} hartree")


# reference: direct integration of the radial Dirac equation
def mismatch(energy, kappa, sign):
    def rhs(s, y):
        pot = sign * depth * np.exp(-q * s * s)
        return [-kappa * y[0] / s + (energy + c**2 - pot) * y[1] / c,
                kappa * y[1] / s + (pot + c**2 - energy) * y[0] / c]
    r0, r_match, r_end = 1e-4, 0.8, 9.0
    pot0 = sign * depth
    if kappa == -1:
        start = [r0, (pot0 + c**2 - energy) * r0**2 / (3 * c)]
    else:
        start = [(energy + c**2 - pot0) * r0**2 / (3 * c), r0]
    decay = np.sqrt((c**2 - energy) * (c**2 + energy)) / c
    end = [(energy + c**2) / c, -decay]
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-14)
    out = solve_ivp(rhs, (r0, r_match), start, **opts).y[:, -1]
    inw = solve_ivp(rhs, (r_end, r_match), end, **opts).y[:, -1]
    out, inw = out / np.linalg.norm(out), inw / np.linalg.norm(inw)
    return out[0] * inw[1] - out[1] * inw[0]


ref_electron = brentq(lambda b: mismatch(c**2 + b, -1, -1), -5.0, -1.5, xtol=1e-10)
ref_positron = brentq(lambda b: mismatch(-c**2 - b, 1, 1), -5.0, -1.5, xtol=1e-10)
assert abs(ref_electron - ref_positron) < 1e-6
print("levels below: electron E - mc^2 in the well, positron -E - mc^2 in the inverted well")
print(f"integrated equation: electron {ref_electron:.6f}, positron {ref_positron:.6f} hartree")

defects = {}
for n in (3, 5, 7):
    exps = np.geomspace(0.2, 20.0, n)
    result = {}
    for scheme in ("restricted", "dual"):
        e_el = levels(-1, -1, exps, c, scheme)
        e_po = levels(1, 1, exps, c, scheme)
        result[scheme] = (e_el[e_el > 0].min() - c**2, -e_po[e_po < 0].max() - c**2)
        if scheme == "dual":
            assert np.abs(e_el + e_po[::-1]).max() < 1e-9 * np.abs(e_el).max() + 1e-5
    el, po = result["restricted"]
    del_, dpo = result["dual"]
    defects[n] = po - el
    s_large = gaussians(-1, exps)[0]
    s_small = gaussians(1, exps)[1]
    q1 = np.linalg.qr((s_large * np.sqrt(wr)).T)[0]
    q2 = np.linalg.qr((s_small * np.sqrt(wr)).T)[0]
    cosine = np.linalg.svd(q1.T @ q2, compute_uv=False).min()
    assert cosine < 0.99
    print(f"{n} exponents, restricted: electron {el:.6f}, positron {po:.6f} hartree")
    print(f"  positron minus electron = {po - el:.6f} hartree = {(po - el) * hartree_ev:.4f} eV")
    print(f"  smallest cosine between the two s-type spaces = {cosine:.4f}")
    print(f"{n} exponents, dual: electron {del_:.6f}, positron {dpo:.6f} hartree")
assert abs(defects[3]) > 1e-3
assert abs(defects[7]) < abs(defects[3])
assert abs(del_ - ref_electron) < 5e-3
print("tests ok")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
rest energy mc^2 = 18778.8651 hartree
plane waves: 27, matrix dimension: 108, box edge: 0.1 bohr
norm of V / mc^2 = 0.3769
smallest |energy| / mc^2 = 0.7857
smallest eigenvalue of beta S + S beta = 1.2107
max error, conjugated relation = 4.4e-11 hartree
max error, linear relation (V flipped only) = 5.1e-11 hartree
control, A and V flipped, no conjugation = 2025.5 hartree
well depth = 8.0 hartree, q = 1.0 bohr^-2
one Gaussian: exponent = 1.5 bohr^-2, t = 2.2500 hartree
one Gaussian: V_L = -5.196152, V_S = -3.897114 hartree
one Gaussian: Delta = -1.299038 hartree
one Gaussian: E-[V] + E+[-V] = 1.298882 hartree
  the same in eV = 35.344 eV
  the same with c 100 times larger = 1.299038 hartree
3 exponents: Tr_L V - Tr_S V = 2.209816 hartree
3 exponents: (Tr H[V]^2 - Tr H[-V]^2)/(4mc^2) = 2.209816 hartree
levels below: electron E - mc^2 in the well, positron -E - mc^2 in the inverted well
integrated equation: electron -2.996040, positron -2.996040 hartree
3 exponents, restricted: electron -2.858585, positron -2.482664 hartree
  positron minus electron = 0.375921 hartree = 10.2293 eV
  smallest cosine between the two s-type spaces = 0.6225
3 exponents, dual: electron -2.858585, positron -2.858585 hartree
5 exponents, restricted: electron -2.992390, positron -2.917843 hartree
  positron minus electron = 0.074547 hartree = 2.0285 eV
  smallest cosine between the two s-type spaces = 0.4948
5 exponents, dual: electron -2.992390, positron -2.992390 hartree
7 exponents, restricted: electron -2.996020, positron -2.929943 hartree
  positron minus electron = 0.066078 hartree = 1.7981 eV
  smallest cosine between the two s-type spaces = 0.4275
7 exponents, dual: electron -2.996020, positron -2.996020 hartree
tests ok
```
